# Closed Finite-Temperature Fermi Level of Two Equal-Density Subbands: verification in Python

```python
# Result under test: the Fermi level mu of two 2D subbands with bottoms E1 and
# E2 = E1 + gap, equal density of states D, total sheet density n, t = k_B T:
#   mu = (E1+E2)/2 + t ln( sqrt(exp(n/(D t)) + sinh(gap/2t)^2) - cosh(gap/2t) )
# Working units: eV, nm, electrons per nm^2 (1 nm^-2 = 1e14 cm^-2).
# Example: electrons in a tensile-strained (100) silicon inversion layer.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy, expit

KB = const.k / const.e                                   # eV/K
HB = const.hbar**2 / (2 * const.m_e * const.e) * 1e18    # hbar^2/2m_e, eV nm^2
Q_EPS0 = const.e / const.epsilon_0 * 1e9                 # e/eps0, V nm

# Rough typical parameters
m_plane, m_normal, valleys = 0.19, 0.916, 2
eps_si, eps_ox = 11.7, 3.9
n_inv, n_depl, temp = 0.05, 0.01, 300.0
strain_split = 0.20          # eV, lift of the fourfold valleys
alpha = 0.5                  # 1/eV, nonparabolicity
mobility = 500.0             # cm^2/Vs
barrier, m_oxide = 3.1, 0.5  # eV, electron masses

kt = KB * temp
dos = valleys * m_plane / (2 * np.pi * HB)


def fermi_plain(n, D, gap, t):
    """mu - E1 from the compact midpoint formula."""
    d = gap / (2 * t)
    return gap / 2 + t * np.log(np.sqrt(np.exp(n / (D * t)) + np.sinh(d)**2)
                                - np.cosh(d))


def fermi_stable(n, D, gap, t):
    """mu - E1 from the rationalized root, evaluated with logarithms."""
    u = n / (D * t)
    with np.errstate(divide="ignore"):
        log_one_minus_a = np.log(-np.expm1(-gap / t))
    log_root = 0.5 * np.logaddexp(2 * log_one_minus_a, np.log(4) - gap / t + u)
    log_sum = np.logaddexp(np.log1p(np.exp(-gap / t)), log_root)
    return t * (np.log(2) + u + np.log(-np.expm1(-u)) - log_sum)


def filled(mu, bottom, D, t):
    return D * t * np.logaddexp(0, (mu - bottom) / t)


def fermi_by_quadrature(n, D, gap, t):
    """mu - E1 from numerical integration of the Fermi function."""
    def density(mu):
        total = 0.0
        for bottom in (0.0, gap):
            top = max(bottom, mu) + 40 * t
            breaks = [mu] if bottom < mu < top else None
            total += D * quad(lambda e: expit((mu - e) / t), bottom, top,
                              points=breaks, epsabs=1e-12, epsrel=1e-11,
                              limit=200)[0]
        return total
    return brentq(lambda m: density(m) - n, -40 * t, n / D + t, xtol=1e-13)


def fermi_many(n, bottoms, weights, t):
    """Fermi level of any set of subbands, by root search."""
    def excess(mu):
        return sum(filled(mu, b, w, t) for b, w in zip(bottoms, weights)) - n
    return brentq(excess, min(bottoms) - 40 * t, max(bottoms) + 1, xtol=1e-13)


# Density of states against a count of plane waves in a periodic square
box, e_count = 1000.0, 0.1
radius = np.sqrt(m_plane * e_count / HB) * box / (2 * np.pi)
grid = np.arange(-int(radius) - 1, int(radius) + 2)
count = np.sum(grid[:, None]**2 + grid[None, :]**2 <= radius**2)
dos_count = 2 * valleys * count / (box**2 * e_count)
assert abs(dos_count / dos - 1) < 5e-3   # finite box: boundary fluctuation

# Quadratic: discriminant and the single positive root
x, a, N = sp.symbols("x a N", positive=True)
poly = sp.Poly(sp.expand((1 + x) * (1 + a * x) - N), x)
assert sp.expand(poly.discriminant() - ((1 - a)**2 + 4 * a * N)) == 0
for a_val, n_val in ((0.03, 1.01), (0.5, 4.0), (1.0, 50.0)):
    coeffs = [float(c.subs({a: a_val, N: n_val})) for c in poly.all_coeffs()]
    assert np.sum(np.roots(coeffs).real > 0) == 1

# Closed form against quadrature of the Fermi function
worst = 0.0
for T in (10.0, 77.0, 300.0):
    for gap in (0.0, 0.02, 0.09):
        for n in (0.002, 0.05, 0.3):
            ref = fermi_by_quadrature(n, dos, gap, KB * T)
            worst = max(worst, abs(fermi_stable(n, dos, gap, KB * T) - ref))
            if T == 300.0:
                worst = max(worst, abs(fermi_plain(n, dos, gap, KB * T) - ref))
assert worst < 1e-8

# Extreme cases against high-precision roots (energies in units of k_B T)
mp.mp.dps = 50


def reduced_root(u, d):
    """Root of the density equation with 50 digits, returned as a float."""
    guess = mp.mpf(float(fermi_stable(u, 1.0, d, 1.0)))
    u_mp, d_mp = mp.mpf(u), mp.mpf(d)

    def mismatch(m):
        total = mp.log(1 + mp.exp(m)) + mp.log(1 + mp.exp(m - d_mp))
        return total / u_mp - 1
    return float(mp.findroot(mismatch, (guess - 0.01, guess + 0.02)))


for u, d in ((1e-12, 3.4), (365.0, 1000.0), (3000.0, 1000.0), (1e-3, 0.0)):
    exact = reduced_root(u, d)
    assert abs(fermi_stable(u, 1.0, d, 1.0) - exact) < 1e-11 * max(1, abs(exact))
u_low, d_low = 1e-12, 3.4
exact_low = reduced_root(u_low, d_low)
err_plain = abs(fermi_plain(u_low, 1.0, d_low, 1.0) - exact_low)
err_stable = abs(fermi_stable(u_low, 1.0, d_low, 1.0) - exact_low)
assert err_plain > 100 * err_stable
assert abs(exact_low - np.log(u_low / (1 + np.exp(-d_low)))) < 1e-10

# Triangular well with the density-averaged field
q_eps = Q_EPS0 / eps_si
field = q_eps * (n_depl + n_inv / 2)                     # V/nm
zeros = -ai_zeros(12)[0]
scale = (HB / m_normal * field**2)**(1 / 3)
levels = zeros * scale
gap = levels[1] - levels[0]

# Low-temperature limits, from quadrature
t_cold = KB * 10.0
n_step = dos * gap
below = fermi_by_quadrature(0.5 * n_step, dos, gap, t_cold)
above = fermi_by_quadrature(2.0 * n_step, dos, gap, t_cold)
assert abs(below - 0.5 * n_step / dos) < 1e-8
assert abs(above - (gap / 2 + 2.0 * n_step / (2 * dos))) < 1e-8
at_step = (gap - fermi_by_quadrature(n_step, dos, gap, t_cold)) / t_cold
golden_log = np.log((1 + np.sqrt(5)) / 2)
assert abs(at_step - golden_log) < 1e-5

# Finite-difference Schroedinger solver, hard wall at the oxide
h = 0.05
z = h * np.arange(1, 601)
hop = HB / m_normal / h**2


def bound_states(potential):
    e, v = eigh_tridiagonal(2 * hop + potential, -hop * np.ones(len(z) - 1),
                            select="i", select_range=(0, 2))
    return e, v / np.sqrt(h)


e_fd, psi_fd = bound_states(field * z)
assert np.max(np.abs(e_fd / levels[:3] - 1)) < 3e-3      # grid error of order h^2
for i in range(2):
    potential_part = np.sum(psi_fd[:, i]**2 * field * z) * h
    assert abs(1 - potential_part / e_fd[i] - 1 / 3) < 3e-3


def self_consistent(image, exchange):
    """Levels and potential with the electrons' own charge included."""
    v = field * z
    coulomb = q_eps / (4 * np.pi)
    for _ in range(1000):
        e, psi = bound_states(v)
        mu = e[0] + fermi_stable(n_inv, dos, e[1] - e[0], kt)
        rho = sum(filled(mu, e[i], dos, kt) * psi[:, i]**2 for i in range(2))
        inside = np.cumsum(rho) * h - rho * h / 2
        f = q_eps * (n_depl + n_inv - inside)
        f_left = np.concatenate(([q_eps * (n_depl + n_inv)], f[:-1]))
        new = np.cumsum((f + f_left) / 2) * h
        if image:
            new = new + coulomb * (eps_si - eps_ox) / (eps_si + eps_ox) / (4 * z)
        if exchange:
            new = new - coulomb / np.pi * (3 * np.pi**2 * rho / valleys)**(1 / 3)
        if np.max(np.abs(new - v)) < 1e-7:
            return e, new, rho
        v = v + 0.2 * (new - v)
    raise AssertionError("self-consistent loop did not converge")


e_hartree, v_hartree, rho_hartree = self_consistent(False, False)
mean_field = np.sum(rho_hartree * np.gradient(v_hartree, h)) * h / n_inv
assert abs(mean_field / field - 1) < 3e-3
e_full = self_consistent(True, True)[0]

# Worked example
mu = fermi_stable(n_inv, dos, gap, kt)
mu_one = kt * np.log(np.expm1(n_inv / (dos * kt)))
n1, n2 = filled(mu, 0, dos, kt), filled(mu, gap, dos, kt)
assert abs(n1 + n2 - n_inv) < 1e-12
assert mu < mu_one

# Sizes of neglected effects, as changes of mu - E1
ladder = levels - levels[0]
mu_ladder = fermi_many(n_inv, ladder, [dos] * len(ladder), kt)
dos_four = 4 * np.sqrt(m_plane * m_normal) / (2 * np.pi * HB)
four = zeros * (HB / m_plane * field**2)**(1 / 3) - levels[0]
assert four[0] < gap < four[0] + strain_split


def with_fourfold(split):
    bottoms = np.concatenate((ladder[:2], four + split))
    m = fermi_many(n_inv, bottoms, [dos] * 2 + [dos_four] * len(four), kt)
    share = sum(filled(m, b, dos_four, kt) for b in four + split) / n_inv
    return m, share


mu_strained, share_strained = with_fourfold(strain_split)
mu_unstrained, share_unstrained = with_fourfold(0.0)


def density_nonparabolic(m):
    total = 0.0
    for i in range(2):
        kinetic = levels[i] / 3
        total += quad(lambda e: dos * (1 + 2 * alpha * (kinetic + e))
                      * expit((m - ladder[i] - e) / kt), 0, 1.5,
                      epsabs=1e-12, limit=200)[0]
    return total


mu_nonpar = brentq(lambda m: density_nonparabolic(m) - n_inv, -0.5, 0.5)

sigma = const.hbar / (2 * m_plane * const.m_e * mobility * 1e-4)   # eV
nodes, weights = np.polynomial.hermite.hermgauss(30)


def density_broadened(m):
    shifted = m + np.sqrt(2) * sigma * nodes
    both = filled(shifted, 0, dos, kt) + filled(shifted, gap, dos, kt)
    return np.sum(weights * both) / np.sqrt(np.pi)


mu_broad = brentq(lambda m: density_broadened(m) - n_inv, -0.5, 0.5)


def leaky_level(e0):
    length = scale / field
    def mismatch(e):
        kappa = np.sqrt(m_oxide * (barrier - e) / HB)
        ai, aip = airy(-e / scale)[:2]
        return ai - m_oxide / (m_normal * kappa) * aip / length
    return brentq(mismatch, 0.85 * e0, e0)


leaky = [leaky_level(e) for e in levels[:2]]
gap_leaky = leaky[1] - leaky[0]
mu_leaky = fermi_stable(n_inv, dos, gap_leaky, kt)


def report_levels(name, e):
    g = e[1] - e[0]
    m = fermi_stable(n_inv, dos, g, kt)
    m3 = fermi_many(n_inv, e - e[0], [dos] * 3, kt)
    print(f"{name}: gap = {1e3*g:.1f} meV, E3-E1 = {1e3*(e[2]-e[0]):.1f} meV")
    print(f"  mu-E1 = {1e3*m:.2f} meV, upper share = "
          f"{100*filled(m, g, dos, kt)/n_inv:.2f} %")
    print(f"  third subband added: mu changes by {1e3*(m3-m):.2f} meV, its share "
          f"{100*filled(m3, e[2]-e[0], dos, kt)/n_inv:.2f} %")


print("INPUTS (rough typical values)")
print(f"in-plane mass {m_plane}, normal mass {m_normal} m_e, valleys {valleys}")
print(f"n = {n_inv*1e14:.2e} cm^-2, depletion density = {n_depl*1e14:.2e} cm^-2")
print(f"T = {temp:.0f} K, k_B T = {1e3*kt:.3f} meV")
print(f"relative permittivity: silicon {eps_si}, oxide {eps_ox}")
print(f"strain splitting {strain_split:.2f} eV, nonparabolicity {alpha} 1/eV")
print(f"mobility {mobility:.0f} cm^2/Vs, barrier {barrier} eV, oxide mass {m_oxide}")
print("TWO-SUBBAND RESULT, TRIANGULAR WELL")
print(f"D = {dos*1e14:.4e} cm^-2 eV^-1; box count / formula = {dos_count/dos:.5f}")
print(f"average field = {10*field:.4f} MV/cm")
print(f"E1 = {1e3*levels[0]:.2f} meV, E2 = {1e3*levels[1]:.2f} meV above the well corner")
print(f"gap = {1e3*gap:.2f} meV, a = exp(-gap/k_B T) = {np.exp(-gap/kt):.5f}")
print(f"u = n/(D k_B T) = {n_inv/(dos*kt):.5f}, exp(u) = {np.exp(n_inv/(dos*kt)):.5f}")
print(f"positive root x = {np.exp(mu/kt):.5f}")
print(f"mu-E1 = {1e3*mu:.3f} meV = {mu*const.e/const.physical_constants['Hartree energy'][0]:.6f} hartree")
print(f"one-subband mu-E1 = {1e3*mu_one:.3f} meV, difference = {1e3*(mu-mu_one):.3f} meV")
print(f"n1 = {n1*1e14:.4e} cm^-2, n2 = {n2*1e14:.4e} cm^-2, share n2/n = {100*n2/n_inv:.2f} %")
print(f"zero-temperature threshold D*gap = {n_step*1e14:.3e} cm^-2")
print(f"zero-temperature mu-E1 = n/D = {1e3*n_inv/dos:.3f} meV")
for T in (77.0, 300.0, 400.0):
    m = fermi_stable(n_inv, dos, gap, KB * T)
    s = filled(m, gap, dos, KB * T) / n_inv
    print(f"T = {T:.0f} K, same gap: mu-E1 = {1e3*m:.3f} meV, upper share = {100*s:.4f} %")
print("NUMERICAL CHECKS")
print(f"largest difference from quadrature = {worst:.1e} eV")
print(f"(E2-mu)/k_B T at threshold, 10 K = {at_step:.6f}; ln golden ratio = {golden_log:.6f}")
print(f"u = {u_low:.0e}, gap/k_B T = {d_low}: errors of mu/k_B T:")
print(f"  compact form {err_plain:.1e}, rationalized form {err_stable:.1e}")
print("NEGLECTED EFFECTS: change of mu-E1 (triangular well)")
print(f"subbands 3 to 12: {1e3*(mu_ladder-mu):.3f} meV")
print(f"fourfold valleys, strained: {1e3*(mu_strained-mu):.4f} meV, share {100*share_strained:.4f} %")
print(f"fourfold valleys, unstrained: {1e3*(mu_unstrained-mu):.2f} meV, share {100*share_unstrained:.1f} %")
print(f"lowest fourfold level minus E1, unstrained: {1e3*four[0]:.2f} meV")
print(f"nonparabolicity: {1e3*(mu_nonpar-mu):.2f} meV")
print(f"Gaussian broadening, width {1e3*sigma:.2f} meV: {1e3*(mu_broad-mu):.3f} meV")
print(f"oxide penetration: E1 moves {1e3*(leaky[0]-levels[0]):.2f} meV, gap moves {1e3*(gap_leaky-gap):.3f} meV")
print(f"  resulting change of mu-E1: {1e3*(mu_leaky-mu):.4f} meV")
print("SELF-CONSISTENT POTENTIAL")
print(f"density-averaged field / formula = {mean_field/field:.5f}")
report_levels("Hartree", e_hartree)
report_levels("Hartree + image + exchange", e_full)
print("PASS")
```

Running it gives:

```
INPUTS (rough typical values)
in-plane mass 0.19, normal mass 0.916 m_e, valleys 2
n = 5.00e+12 cm^-2, depletion density = 1.00e+12 cm^-2
T = 300 K, k_B T = 25.852 meV
relative permittivity: silicon 11.7, oxide 3.9
strain splitting 0.20 eV, nonparabolicity 0.5 1/eV
mobility 500 cm^2/Vs, barrier 3.1 eV, oxide mass 0.5
TWO-SUBBAND RESULT, TRIANGULAR WELL
D = 1.5874e+14 cm^-2 eV^-1; box count / formula = 1.00042
average field = 0.5413 MV/cm
E1 = 115.92 meV, E2 = 202.68 meV above the well corner
gap = 86.76 meV, a = exp(-gap/k_B T) = 0.03488
u = n/(D k_B T) = 1.21841, exp(u) = 3.38182
positive root x = 2.14630
mu-E1 = 19.744 meV = 0.000726 hartree
one-subband mu-E1 = 22.436 meV, difference = -2.692 meV
n1 = 4.7038e+12 cm^-2, n2 = 2.9624e+11 cm^-2, share n2/n = 5.92 %
zero-temperature threshold D*gap = 1.377e+13 cm^-2
zero-temperature mu-E1 = n/D = 31.498 meV
T = 77 K, same gap: mu-E1 = 31.439 meV, upper share = 0.0050 %
T = 300 K, same gap: mu-E1 = 19.744 meV, upper share = 5.9248 %
T = 400 K, same gap: mu-E1 = 8.051 meV, upper share = 10.6229 %
NUMERICAL CHECKS
largest difference from quadrature = 2.2e-14 eV
(E2-mu)/k_B T at threshold, 10 K = 0.481212; ln golden ratio = 0.481212
u = 1e-12, gap/k_B T = 3.4: errors of mu/k_B T:
  compact form 2.7e-03, rationalized form 0.0e+00
NEGLECTED EFFECTS: change of mu-E1 (triangular well)
subbands 3 to 12: -0.180 meV
fourfold valleys, strained: -0.0065 meV, share 0.0154 %
fourfold valleys, unstrained: -10.37 meV, share 22.9 %
lowest fourfold level minus E1, unstrained: 79.91 meV
nonparabolicity: -2.93 meV
Gaussian broadening, width 6.09 meV: -0.269 meV
oxide penetration: E1 moves -4.69 meV, gap moves -0.043 meV
  resulting change of mu-E1: -0.0040 meV
SELF-CONSISTENT POTENTIAL
density-averaged field / formula = 1.00000
Hartree: gap = 60.5 meV, E3-E1 = 96.2 meV
  mu-E1 = 16.13 meV, upper share = 13.57 %
  third subband added: mu changes by -1.36 meV, its share 3.44 %
Hartree + image + exchange: gap = 63.7 meV, E3-E1 = 102.8 meV
  mu-E1 = 16.71 meV, upper share = 12.37 %
  third subband added: mu changes by -1.10 meV, its share 2.77 %
PASS
```
